# Direct and Spin-Flip Amplitudes and the Sherman Function of Gold

## From Dirac phase shifts to the two amplitudes

Hartree atomic units are used in the equations: $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ are one, and the speed of light is $c=137.036$. An electron of kinetic energy $W$ and total energy $E=W+c^2$ is scattered elastically by a fixed, real, central potential $V(r)$ that falls off at least as fast as $r^{-1-\epsilon}$ for some $\epsilon>0$. Its wave vector is $\mathbf k$ before and $\mathbf k'$ after the collision, with $|\mathbf k|=|\mathbf k'|=k$. Hats denote unit vectors, $\theta$ is the angle between $\mathbf k$ and $\mathbf k'$, and the normal to the scattering plane is

$$
\mathbf n=\frac{\mathbf k\times\mathbf k'}{|\mathbf k\times\mathbf k'|}.
$$

The order of this product fixes the sign of the Sherman function. The vector $\boldsymbol\sigma$ contains the Pauli matrices, for which $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ whenever the components of $\mathbf a$ commute with $\boldsymbol\sigma$.

Let the Dirac spinor have upper part $\Phi$ and lower part $X$. With the rest energy subtracted, the Dirac equation is

$$
c\,\boldsymbol\sigma\cdot\mathbf p\,X=(W-V)\Phi,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\Phi=(W-V+2c^2)X.
$$

Where $V=0$, eliminating $X$ gives $c^2p^2\Phi=W(W+2c^2)\Phi$, so $k=\sqrt{W(W+2c^2)}/c$. A plane wave with upper spinor $\chi$ has the lower spinor

$$
X=\eta\,\boldsymbol\sigma\cdot\hat{\mathbf k}\,\chi,\qquad
\eta=\frac{ck}{W+2c^2},\qquad \eta^2=\frac{W}{W+2c^2}.
$$

The two-component spinor $\chi$ describes the spin in the electron's rest frame. A boost of rapidity $\omega$ along $\hat{\mathbf k}$ turns $(\chi,0)$ into a multiple of $(\chi,\tanh(\omega/2)\boldsymbol\sigma\cdot\hat{\mathbf k}\chi)$, and

$$
\tanh\frac{\omega}{2}=\frac{\sinh\omega}{1+\cosh\omega}
=\frac{k/c}{1+E/c^2}=\eta .
$$

Far from the target the upper part is therefore sufficient:

$$
\Phi\longrightarrow e^{i\mathbf k\cdot\mathbf r}\chi+\frac{e^{ikr}}r A\chi ,
$$

where $A$ is a $2\times2$ matrix depending on direction. The current of a plane wave is $c(\Phi^\dagger\boldsymbol\sigma X+X^\dagger\boldsymbol\sigma\Phi)=2c\eta\,\hat{\mathbf k}\,\chi^\dagger\chi$. The factor $2c\eta$ is common to the incident and scattered waves, so the differential cross section for normalized $\chi$ is $|A\chi|^2$.

The potential conserves total angular momentum and parity. For given orbital number $l$ of the upper part there are two values of $j$. From $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ follows $\mathbf J^2=\mathbf L^2+\boldsymbol\sigma\cdot\mathbf L+3/4$, hence

$$
\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34=
\begin{cases}l,&j=l+\tfrac12,\\-(l+1),&j=l-\tfrac12.\end{cases}
$$

Define $\kappa$ by $\boldsymbol\sigma\cdot\mathbf L=-(\kappa+1)$. Then $\kappa=-l-1$ for $j=l+1/2$, and $\kappa=l$ for $j=l-1/2$. The second case requires $l\ge1$. Let $\Omega_\kappa$ be a spin-angle function of this kind, with its magnetic label suppressed. The operator $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ is unchanged by joint rotations of space and spin but changes sign under parity. It therefore keeps $j$ and exchanges the two orbital numbers allowed for that $j$. This permits the definition $\Omega_{-\kappa}=-\sigma_r\Omega_\kappa$. Write

$$
\Phi=\frac{G(r)}r\Omega_\kappa,\qquad X=i\frac{F(r)}r\Omega_{-\kappa}.
$$

The product rule for Pauli matrices gives $\sigma_r(\boldsymbol\sigma\cdot\mathbf p)=-i\partial_r+i\boldsymbol\sigma\cdot\mathbf L/r$. Multiplication by $\sigma_r$, whose square is one, yields

$$
\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).
$$

On $\Phi$, the bracket produces $(G/r)'+(\kappa+1)G/r^2=(G'+\kappa G/r)/r$. The remaining factor is $-i\sigma_r\Omega_\kappa=i\Omega_{-\kappa}$. On $X$, the sign of $\kappa$ is reversed, and $i(-i)\sigma_r\Omega_{-\kappa}=-\Omega_\kappa$. The Dirac equation becomes

$$
G'=-\frac\kappa rG+\frac{W-V+2c^2}{c}F,\qquad
F'=\frac\kappa rF-\frac{W-V}{c}G .
$$

Near a point nucleus $V\simeq-Z/r$. Put $G=G_0r^\gamma$ and $F=F_0r^\gamma$, and keep the most singular terms:

$$
(\gamma+\kappa)G_0=\frac Zc F_0,\qquad
(\gamma-\kappa)F_0=-\frac Zc G_0 .
$$

Multiplying these equations gives $\gamma^2=\kappa^2-Z^2/c^2$. The physical solution has the positive root. For gold, $Z/c=79/137.036=0.576$, and the smallest $\gamma$ is $0.817$. The solution with the negative root would have a divergent norm at the origin, because $2\gamma>1$. The starting ratio $F_0/G_0$ follows from either equation, and outward integration determines the pair up to a common factor.

Outside the potential, differentiate $G'+\kappa G/r=(W+2c^2)F/c$ and insert the equation for $F'$:

$$
G''+\frac{\kappa G'}r-\frac{\kappa G}{r^2}
=\frac{\kappa}{r}\left(G'+\frac{\kappa G}{r}\right)-k^2G,
$$

so that

$$
G''+\left[k^2-\frac{\kappa(\kappa+1)}{r^2}\right]G=0 .
$$

Both choices of $\kappa$ give $\kappa(\kappa+1)=l(l+1)$. The outer solution is proportional to

$$
G=r[\cos\delta\,j_l(kr)-\sin\delta\,y_l(kr)],
$$

where the spherical Bessel functions tend to $j_l(x)\to\sin(x-l\pi/2)/x$ and $y_l(x)\to-\cos(x-l\pi/2)/x$. Thus $G\to\sin(kr-l\pi/2+\delta)/k$, which defines the phase shift $\delta$ modulo $\pi$.

To find $F$, let $z_l$ be either Bessel function. For $\kappa=l$ the combination $G'+\kappa G/r$ with $G=rz_l$ is $(l+1)z_l+xz_l'=xz_{l-1}$. For $\kappa=-l-1$ it is $xz_l'-lz_l=-xz_{l+1}$. With $\bar l=l-1$ in the first case and $\bar l=l+1$ in the second,

$$
F=s\,\eta\,r[\cos\delta\,j_{\bar l}-\sin\delta\,y_{\bar l}],
\qquad s=\operatorname{sgn}\kappa .
$$

Equating the ratio of these expressions to the numerical ratio $F/G$ and dividing by $\cos\delta$ gives

$$
\tan\delta=\frac{s\eta G j_{\bar l}-Fj_l}{s\eta Gy_{\bar l}-Fy_l}.
$$

Here every function is evaluated at the matching radius. The phases are called $\delta_l^+$ for $j=l+1/2$ and $\delta_l^-$ for $j=l-1/2$.

The decay condition on $V$ is needed at this point. At large distance the local wave number $k_{\rm loc}$ obeys $c^2k_{\rm loc}^2=(W-V)(W-V+2c^2)$, so to first order $k_{\rm loc}-k=-EV/(c^2k)$. For $V=-Z/r$ the integral of this correction grows as $\ln r$, and no constant $\delta$ exists. A bare Coulomb field therefore needs phases defined relative to Coulomb waves. A neutral screened atom does not.

The incident wave must now be divided among the channels. It is regular and symmetric about $\mathbf k$, so $e^{i\mathbf k\cdot\mathbf r}=\sum_l a_lj_l(kr)P_l(\hat{\mathbf r}\cdot\hat{\mathbf k})$. To obtain $a_l$, compare the terms $(kr)^l(\hat{\mathbf r}\cdot\hat{\mathbf k})^l$. Larger orbital numbers start at higher powers of $r$, and smaller ones contain lower powers of the cosine. Since $j_l\simeq x^l/(2l+1)!!$ and the leading coefficient of $P_l$ is $(2l)!/(2^ll!^2)$,

$$
\frac{i^l}{l!}=a_l\frac{1}{(2l+1)!!}\frac{(2l)!}{2^l(l!)^2},
\qquad a_l=i^l(2l+1),
$$

where $(2l+1)!!=(2l+1)!/(2^ll!)$ was used. The two eigenvalues of $\boldsymbol\sigma\cdot\mathbf L$ supply projectors onto the two values of $j$:

$$
\Pi_l^+=\frac{l+1+\boldsymbol\sigma\cdot\mathbf L}{2l+1},\qquad
\Pi_l^-=\frac{l-\boldsymbol\sigma\cdot\mathbf L}{2l+1}.
$$

Their sum is one, and each vanishes on the other's subspace.

In one channel the free radial function is

$$
j_l(kr)\to\frac{e^{i(kr-l\pi/2)}-e^{-i(kr-l\pi/2)}}{2ikr}.
$$

The scattering solution must have the same incoming part, because the added wave is outgoing. The correctly normalized function is $e^{i\delta}(\cos\delta\,j_l-\sin\delta\,y_l)$, which has the limit

$$
\frac{e^{2i\delta}e^{i(kr-l\pi/2)}-e^{-i(kr-l\pi/2)}}{2ikr}.
$$

Subtracting the free function leaves $(e^{2i\delta}-1)e^{i(kr-l\pi/2)}/(2ikr)$. The factor $e^{-il\pi/2}$ cancels $i^l$ from the plane wave, and therefore

$$
A=\frac1{2ik}\sum_l(2l+1)
\left[\Pi_l^+(e^{2i\delta_l^+}-1)+\Pi_l^-(e^{2i\delta_l^-}-1)\right]
P_l(\hat{\mathbf k}'\cdot\hat{\mathbf k}).
$$

The orbital operator acts on the outgoing direction. With $\mathbf L=-i\mathbf r\times\nabla$ and $\nabla(\hat{\mathbf r}\cdot\hat{\mathbf k})=[\hat{\mathbf k}-\hat{\mathbf r}(\hat{\mathbf r}\cdot\hat{\mathbf k})]/r$,

$$
\mathbf L P_l=-i(\hat{\mathbf k}'\times\hat{\mathbf k})P_l'(\cos\theta)
=i\,\mathbf n\,P_l^1(\cos\theta),
\qquad P_l^1=\sin\theta\,P_l'(\cos\theta).
$$

The prime on $P_l$ means differentiation with respect to $\cos\theta$, and this $P_l^1$ carries no additional sign. Inserting the projectors, the terms without $\mathbf L$ form

$$
f=\frac1{2ik}\sum_{l=0}^{\infty}
\left[(l+1)(e^{2i\delta_l^+}-1)+l(e^{2i\delta_l^-}-1)\right]P_l(\cos\theta).
$$

The remaining terms are $(1/2ik)\sum_l(e^{2i\delta_l^+}-e^{2i\delta_l^-})\,i\,\boldsymbol\sigma\cdot\mathbf n\,P_l^1$. With

$$
g=\frac1{2ik}\sum_{l=1}^{\infty}
(e^{2i\delta_l^-}-e^{2i\delta_l^+})P_l^1(\cos\theta),
$$

the amplitude is

$$
A=f-i g\,\boldsymbol\sigma\cdot\mathbf n .
$$

Take $\mathbf k$ along $z$ and let $\varphi$ be the azimuth of $\mathbf k'$. Then $\mathbf n=(-\sin\varphi,\cos\varphi,0)$, and in the basis of spin up and spin down along $z$

$$
A=\begin{pmatrix}f&-g e^{-i\varphi}\\ g e^{i\varphi}&f\end{pmatrix}.
$$

Thus $f$ is the direct amplitude and $g$ the spin-flip amplitude for spin quantized along the incident beam. The phase $e^{i\varphi}$ carries the unit of orbital angular momentum that compensates the change of spin from up to down. In the forward and backward directions no such component along the beam is available, and $g$ vanishes through its factor $\sin\theta$. If the phases do not depend on $j$, then $g=0$ at every angle and $f$ takes the form for a spinless particle, with weight $2l+1$.

Conservation of flux relates the integral of $|f|^2+|g|^2$, which is $|A\chi|^2$ for spin along the beam, to the forward value of $f$. Let $a=e^{2i\delta_l^+}-1$ and $b=e^{2i\delta_l^-}-1$. The angular integrals of $P_l^2$ and $(P_l^1)^2$ over all directions are $4\pi/(2l+1)$ and $4\pi l(l+1)/(2l+1)$; the second follows from the first by integration by parts and Legendre's equation. Different $l$ are orthogonal in both cases. The sum of the two contributions contains

$$
|(l+1)a+lb|^2+l(l+1)|b-a|^2=(2l+1)[(l+1)|a|^2+l|b|^2],
$$

because the cross terms cancel. Since $|e^{2i\delta}-1|^2=4\sin^2\delta$, the total cross section is

$$
\sigma=\frac{4\pi}{k^2}\sum_l[(l+1)\sin^2\delta_l^++l\sin^2\delta_l^-]
=\frac{4\pi}{k}\operatorname{Im}f(0).
$$

The last equality uses $(e^{2i\delta}-1)/(2i)=e^{i\delta}\sin\delta$, whose imaginary part is $\sin^2\delta$. It holds for real phases. Absorption into inelastic channels would make them complex, and $(4\pi/k)\operatorname{Im}f(0)$ would then equal the sum of the elastic and absorption cross sections. The sum over $l$ must also converge. A tail $V\sim r^{-n}$ felt at distance $l/k$ gives $\delta_l\sim l^{1-n}$, so a finite $\sigma$ needs $n>2$. At a fixed angle between $0$ and $\pi$, where $P_l\sim l^{-1/2}$, the terms of $f$ scale as $l^{3/2-n}$, so the series for $f$ as written needs $n>3/2$, a stronger condition than the existence of the phases. An exponentially screened potential meets both conditions.

## The Sherman function and its value for gold

From the first half come the amplitude $A=f-ig\,\boldsymbol\sigma\cdot\mathbf n$, with normal $\mathbf n$ along $\mathbf k\times\mathbf k'$, and the expressions for $f$ and $g$ in terms of the phases $\delta_l^\pm$ for $j=l\pm1/2$. The symbols $W$, $E=W+c^2$ and $k$ denote kinetic energy, total energy and wave number, and $\eta^2=W/(W+2c^2)$. The radial functions are $G$ and $F$, and atomic units remain in force.

Let the incident beam have polarization vector $\mathbf P$. Its spin density matrix is $\rho=(1+\mathbf P\cdot\boldsymbol\sigma)/2$, and the scattered intensity per unit solid angle is $\operatorname{tr}(A\rho A^\dagger)=\operatorname{tr}(\rho A^\dagger A)$. Since $(\boldsymbol\sigma\cdot\mathbf n)^2=1$,

$$
A^\dagger A=|f|^2+|g|^2+i(g^*f-f^*g)\boldsymbol\sigma\cdot\mathbf n
=|f|^2+|g|^2+2\operatorname{Im}(f^*g)\,\boldsymbol\sigma\cdot\mathbf n .
$$

The last step uses $f^*g-g^*f=2i\operatorname{Im}(f^*g)$. The trace of a single Pauli matrix is zero, and $\operatorname{tr}[(\mathbf P\cdot\boldsymbol\sigma)(\boldsymbol\sigma\cdot\mathbf n)]=2\mathbf P\cdot\mathbf n$. Therefore

$$
\frac{d\sigma}{d\Omega}=(|f|^2+|g|^2)(1+S\,\mathbf P\cdot\mathbf n),
\qquad
S=\frac{2\operatorname{Im}(f^*g)}{|f|^2+|g|^2}.
$$

This $S(\theta)$ is the Sherman function. Its meaning is simplest for spin along $\pm\mathbf n$. Such a spin does not flip, and its amplitude is $f\mp ig$. Because

$$
|f\mp ig|^2=|f|^2+|g|^2\pm2\operatorname{Im}(f^*g),
$$

$S$ is the difference of the two intensities divided by their sum, so $|S|\le1$. The asymmetry is an interference effect: both amplitudes must be present, and their phases must differ by something other than a multiple of $\pi$.

An initially unpolarized beam has $\rho=1/2$, and its outgoing density matrix is proportional to $AA^\dagger$. Both $A$ and $A^\dagger$ are functions of the single matrix $\boldsymbol\sigma\cdot\mathbf n$, so they commute and $AA^\dagger=A^\dagger A$. The outgoing polarization is consequently

$$
\mathbf P_{\rm out}=\frac{\operatorname{tr}(\boldsymbol\sigma AA^\dagger)}{\operatorname{tr}(AA^\dagger)}=S\mathbf n .
$$

The same function thus describes the target as a polarizer and as an analyser.

The need for a phase difference makes $S$ vanish in the first Born approximation. To show this with the Dirac spin factor included, write the free Hamiltonian as $H_0$. The scattered wave to first order is $(E-H_0)^{-1}V\psi_{\rm in}$ with outgoing boundary conditions. Since $H_0^2=c^2p^2+c^4$,

$$
(E-H_0)^{-1}=(E+H_0)\frac{1}{c^2(k^2-p^2)} ,
$$

and the outgoing kernel of $(k^2-p^2)^{-1}$ is $-e^{ikR}/(4\pi R)$, with $R$ the distance from the source point. At large distance $H_0$ acts on a local plane wave of momentum $\mathbf k'$. On such a wave $E+H_0$ is $2E$ times the projector onto the two positive-energy spinors. If $u$ and $u'$ are initial and final plane-wave spinors of unit norm, their amplitude is

$$
A_{\rm B}=-\frac{E}{2\pi c^2}\,\widetilde V(q)\,u'^\dagger u,
\qquad q=|\mathbf k'-\mathbf k|=2k\sin\frac\theta2 ,
$$

where $\widetilde V(q)=\int V e^{-i(\mathbf k'-\mathbf k)\cdot\mathbf r}d^3r$. The normalized spinors have the squared factor $(1+\eta^2)^{-1}=(W+2c^2)/(2E)$. As a matrix between the rest-frame spins,

$$
u'^\dagger u=\frac{W+2c^2}{2E}
[1+\eta^2(\boldsymbol\sigma\cdot\hat{\mathbf k}')(\boldsymbol\sigma\cdot\hat{\mathbf k})]
=\frac{W+2c^2}{2E}
[1+\eta^2\cos\theta-i\eta^2\sin\theta\,\boldsymbol\sigma\cdot\mathbf n].
$$

The minus sign comes from $\hat{\mathbf k}'\times\hat{\mathbf k}=-\sin\theta\,\mathbf n$.

For gold the screened potential is represented by the Molière form

$$
V(r)=-\frac Zr\sum_{i=1}^3w_i e^{-b_i r/a},
$$

with weights $w_i=0.10,0.55,0.35$ and rates $b_i=6.0,1.2,0.3$. The weights add to one, so the full nuclear charge is seen at the origin. The three exponentials follow the Thomas–Fermi screening function to about 0.002 for $r$ up to $6a$ and fall below it farther out (0.017 against 0.024 at $r=10a$). The length scale $a$ follows from setting $V=-Z\phi/r$. A local electron gas with density $(-2V)^{3/2}/(3\pi^2)$, inserted in Poisson's equation, gives

$$
\frac{Z}{r}\frac{d^2\phi}{dr^2}=\frac{4}{3\pi}\left(\frac{2Z\phi}{r}\right)^{3/2}.
$$

With $r=at$ this becomes $d^2\phi/dt^2=\phi^{3/2}/\sqrt t$ if $a^{3/2}=3\pi/(8\sqrt{2Z})$, or

$$
a=\left(\frac{9\pi^2}{128Z}\right)^{1/3}.
$$

For $Z=79$, $a=0.2063$ bohr.

The Fourier transform of $e^{-\mu r}/r$ is $(4\pi/q)\int_0^\infty e^{-\mu r}\sin(qr)\,dr=4\pi/(q^2+\mu^2)$. Hence $\widetilde V=-4\pi ZD$, where $D=\sum_iw_i/(q^2+b_i^2/a^2)$, and comparison of $A_{\rm B}$ with $f-ig\,\boldsymbol\sigma\cdot\mathbf n$ gives

$$
f_{\rm B}=\frac{ZD(W+2c^2)}{c^2}(1+\eta^2\cos\theta),\qquad
g_{\rm B}=\frac{ZD(W+2c^2)}{c^2}\eta^2\sin\theta .
$$

Both are real. The spin-flip amplitude is already present, but $S$ is zero at this order. Let $f=Zf_1+Z^2f_2+\cdots$ and $g=Zg_1+Z^2g_2+\cdots$ for weak scattering at fixed $a$, $W$ and angle. With real $f_1$ and $g_1$, the first nonzero order is

$$
S=2Z\,\frac{f_1\operatorname{Im}g_2-g_1\operatorname{Im}f_2}{f_1^2+g_1^2}+O(Z^2).
$$

The denominator is nonzero because $\eta^2<1$ makes $f_1$ positive. The imaginary parts arise from repeated scattering, as the phase shifts show: $(e^{2i\delta}-1)/(2i)=\delta+i\delta^2+\cdots$, so the imaginary part begins with the square of the phase. For gold $Z/c=0.576$ is not small, and the sums over phase shifts are needed in place of this expansion.

The nonrelativistic limit gives another zero. Let $c\to\infty$ at fixed $W$ and put $F=\widetilde F/(2c)$. Away from the shrinking region near the nucleus where $|V|$ is comparable with $c^2$, the radial equations become $G'+\kappa G/r=\widetilde F$ and $\widetilde F'=\kappa\widetilde F/r-2(W-V)G$. Eliminating $\widetilde F$ gives

$$
G''=\left[\frac{l(l+1)}{r^2}-2(W-V)\right]G .
$$

The two $j$ values now obey the same equation. Their phases coincide, and both $g$ and $S$ vanish. The polarization found here is therefore a relativistic effect of the central electric potential; no magnetic target is involved.

The numerical example has $W=100$ keV, for which $k=89.828$ bohr$^{-1}$. In the variable $x=\ln r$ the pair $y=(G,F)^T$ satisfies $dy/dx=My$, with

$$
M=\begin{pmatrix}-\kappa&r(W-V+2c^2)/c\\-r(W-V)/c&\kappa\end{pmatrix}.
$$

It was propagated outward by a fourth-order Magnus method. Over a step $h$ the solution is multiplied by $e^Q$, where

$$
Q=\frac h2(M_1+M_2)-\frac{\sqrt3\,h^2}{12}[M_1,M_2],
$$

and $M_1$, $M_2$ are taken at the two Gauss points of the step, in order of increasing $x$. The commutator accounts for the fact that matrices at different radii do not commute. Since $Q$ has zero trace, $Q^2$ is a number times the unit matrix, and the exponential reduces to hyperbolic or trigonometric functions.

The integration ended at 15 bohr. The slowest exponential has rate $0.3/0.2063=1.454$ bohr$^{-1}$, so its exponent there is about $-21.8$. Orbital numbers up to $l=950$ were included, which corresponds to a distance of closest approach of roughly $l/k=10.6$ bohr for a straight path. Some of the resulting phases, modulo $\pi$ and in radians, are:

| $l$ | $\delta_l^+$ | $\delta_l^-$ |
|---:|---:|---:|
| 0 | 1.0073 | none |
| 1 | −0.0899 | 0.2554 |
| 2 | −0.6377 | −0.5159 |
| 3 | −0.9917 | −0.9221 |
| 10 | 1.1160 | 1.1300 |
| 30 | 0.4135 | 0.4161 |

The listed difference $\delta_l^--\delta_l^+$ falls from 0.345 at $l=1$ to 0.0026 at $l=30$. These differences generate $g$, while $f$ also receives the part of the phases common to both $j$ values.

At $\theta=120^\circ$ the partial-wave sums give, in bohr,

$$
f=(0.6737+10.3106\,i)\times10^{-3},\qquad
g=(2.3235+1.6701\,i)\times10^{-3}.
$$

Their squared magnitudes are $1.0676\times10^{-4}$ and $0.0819\times10^{-4}$ bohr$^2$/sr. The sum, $1.150\times10^{-4}$ bohr$^2$/sr, is the cross section for an unpolarized beam. The interference term is

$$
\begin{aligned}
2\operatorname{Im}(f^*g)
&=2(\operatorname{Re}f\operatorname{Im}g-\operatorname{Im}f\operatorname{Re}g)\\
&=2(0.1125-2.3957)\times10^{-5}\\
&=-4.566\times10^{-5}\ \text{bohr}^2/\text{sr},
\end{aligned}
$$

and hence

$$
S(120^\circ)=\frac{-4.566\times10^{-5}}{1.150\times10^{-4}}=-0.397 .
$$

For spin quantized along the beam, the flip fraction is $0.0819/1.150=7.1\%$. The asymmetry is much larger than this fraction because it is linear in $g$. If the amplitudes kept their magnitudes but had the most favourable relative phase, $|S|$ would be $2|f||g|/(|f|^2+|g|^2)=0.514$. The actual phases are $86.26^\circ$ for $f$ and $35.71^\circ$ for $g$. The sine of their difference, $\sin(-50.55^\circ)=-0.772$, reduces the magnitude to $0.397$ and supplies the sign.

The angular dependence is shown below. The last column repeats the calculation with $a$ halved and $Z$, $W$, the weights and the rates unchanged; the matching radius was halved with $a$, and the sum was taken to $l=500$.

| $\theta$ (deg) | $d\sigma/d\Omega$ (bohr$^2$/sr) | $S$ | $S$, half $a$ |
|---:|---:|---:|---:|
| 30 | $6.36\times10^{-3}$ | 0.021 | 0.023 |
| 45 | $1.66\times10^{-3}$ | 0.012 | 0.012 |
| 60 | $6.92\times10^{-4}$ | −0.050 | −0.053 |
| 75 | $3.68\times10^{-4}$ | −0.152 | −0.155 |
| 90 | $2.26\times10^{-4}$ | −0.263 | −0.265 |
| 105 | $1.54\times10^{-4}$ | −0.354 | −0.351 |
| 120 | $1.15\times10^{-4}$ | −0.397 | −0.388 |
| 135 | $9.22\times10^{-5}$ | −0.379 | −0.365 |
| 150 | $7.93\times10^{-5}$ | −0.296 | −0.282 |

The Sherman function is small and positive at the first two angles and negative at the others. On a grid of half-degree spacing between $20^\circ$ and $175^\circ$, its most negative value is $-0.399$, at $123.5^\circ$. It must return to zero at $180^\circ$, where $g$ vanishes.

Halving the screening length changes the tabulated $S$ by at most 0.014. The Born factor $D$ shows how little the first Born amplitude at large angle depends on $a$. At $120^\circ$, $qa=2(89.828)(\sin60^\circ)(0.2063)=32.1$, and $q^2D=\sum_iw_i/[1+b_i^2/(qa)^2]$ is 0.996. With half the length it is 0.985. The Born factor at this momentum transfer is thus close to its unscreened value. Screening is still felt near the nucleus, where it adds to $-Z/r$ the constant $Z\sum_iw_ib_i/a=523$ hartree, or 14% of $W$. This argument concerns only the first Born amplitude, in which $D$ cancels from $g_{\rm B}/f_{\rm B}$ and $S=0$. It does not explain the last column: there the change in $S$ is $-0.002$ at $90^\circ$, has reversed its sign by $105^\circ$ and is $+0.014$ at $150^\circ$, whereas the change in $q^2D$ keeps one sign and shrinks as the angle increases. At zero momentum transfer screening is essential: $D$ would diverge without it. Integrating the screened cross section over all directions gives 1.03 bohr$^2$, a finite total dominated by angles smaller than those in the table. This total depends on the outer part of the screening function and belongs to the Molière model: a fit to a self-consistent gold atom lowers it to about 0.7 bohr$^2$ while changing $S(120^\circ)$ by only about 0.001.

For a horizontal beam with polarization 0.30 upward, place equal detectors at $120^\circ$ to the left and right. A particle going left has $\mathbf k\times\mathbf k'$ upward, and one going right has it downward. The left-right asymmetry is

$$
\frac{N_L-N_R}{N_L+N_R}=0.30\,S=0.30(-0.397)=-0.119,
$$

so the count ratio is

$$
\frac{N_L}{N_R}=\frac{1-0.119}{1+0.119}=0.787 .
$$

More electrons reach the right detector. Reversing the polarization exchanges the two rates, whereas polarization in the scattering plane gives no such asymmetry.

These values belong to one isolated atom in a static model potential. The model leaves out exchange between the projectile and the atomic electrons, distortion of the atom by the projectile, inelastic absorption, atomic shell structure and the finite size of the nucleus. A foil also permits several collisions, so its measured asymmetry cannot be identified with $PS$ for a single collision without a further calculation. The small change on halving $a$ measures sensitivity to one parameter; it is not an error bound for the omitted effects.
